# Why a converged Davidson calculation can miss the ground state

## Question

I want the three lowest states of methylene, CH₂, from a configuration interaction (CI) calculation. The matrix is too large to diagonalize fully in the work I have in mind, so I use a block Davidson solver, which I understood to return the lowest roots. I start it from three closed-shell determinants. It converges and all residuals are small, but a triplet that I expected below these states is absent.

I have been told that a starting block lacking some spatial or spin symmetry never acquires it, so whole states are skipped without warning. Is that right? If so, why do the residuals not reveal it? And does rounding error not bring in the missing symmetry sooner or later?

## Answer

A small residual shows that you are close to an eigenvalue, not that the eigenvalue is among the lowest. The claim about symmetry is right under a condition: the symmetry must commute with the CI matrix and also with the preconditioner. Spatial reflections meet it for the usual diagonal preconditioner when each orbital is even or odd under them, and the exchange of α and β spins meets it at $M_S=0$ when both spins use the same orbitals. Total spin in general does not. Rounding can seed a missing symmetry, but you cannot rely on it.

### What the solver does

Let $H$ be the real symmetric CI matrix in a basis of orthonormal determinants $|I\rangle$ with equal numbers of α and β electrons, so $M_S=0$. The solver keeps an orthonormal set of search vectors, the columns of $V$. It diagonalizes the small matrix $V^THV$ and forms the Ritz vectors $x=Vc$, with Ritz values $\theta=x^THx$. The residual is

$$r=(H-\theta)x .$$

To improve $x$, one looks for a correction $t$ such that $x+t$ is an eigenvector. Replacing the unknown eigenvalue by $\theta$ gives $(H-\theta)(x+t)\approx0$, hence $(H-\theta)t\approx-r$. Replacing $H$ on the left by its diagonal part $D$, with $D_{II}=H_{II}$, gives

$$t=(D-\theta)^{-1}r .$$

The minus sign has been dropped because only the direction of $t$ matters. The vector $t$ is orthogonalized against $V$, normalized and added to $V$. If a denominator is nearly zero it is replaced by a small fixed number, so in general $t=g(D)\,r$, where $g$ is a function of $D$ and $\theta$ alone.

### What a small residual proves

Expand a normalized Ritz vector in the orthonormal eigenvectors of $H$: $x=\sum_i c_i\phi_i$, with $H\phi_i=E_i\phi_i$ and $\sum_i c_i^2=1$. Then

$$r=\sum_i c_i(E_i-\theta)\phi_i,\qquad \|r\|^2=\sum_i c_i^2(E_i-\theta)^2\ \ge\ \min_i(E_i-\theta)^2 .$$

Some eigenvalue therefore lies within $\|r\|$ of $\theta$. Nothing here says which one. If $x$ is an exact excited eigenvector, $r=0$.

The variational principle does not help either. From $\theta=\sum_i c_i^2E_i$ it follows that $\theta\ge E_0$, with $E_0$ the lowest eigenvalue. This is a bound from below on what the solver can report, and it does not force $\theta$ down to $E_0$.

### Why a missing symmetry stays missing

Let $P$ be the projector onto a symmetry sector, with $PH=HP$ and $PD=DP$. Suppose all current search vectors lie in the sector, $PV=V$. Then:

1. The Ritz vectors lie in it, since $Px=PVc=Vc=x$.
2. The residuals lie in it, since $Pr=P(H-\theta)x=(H-\theta)Px=r$.
3. The corrections lie in it. Since $P$ commutes with the diagonal matrix $D$, its matrix elements vanish between determinants with different $D_{II}$. It therefore commutes with any function $g(D)$, and $Pt=Pg(D)r=g(D)Pr=t$.
4. Orthogonalization subtracts vectors of the sector from a vector of the sector, and normalization only rescales it.

The enlarged $V$ again satisfies $PV=V$. By induction, in exact arithmetic the solver never leaves the sector. The argument of the previous section, with the sum restricted to eigenvectors in the sector, shows that the lowest Ritz value cannot fall below the lowest eigenvalue of that sector. The best possible outcome is the set of lowest roots of the sector.

A limiting case makes this visible. Without preconditioning, $t=r$, and a single start vector $v$ generates only vectors $p(H)v$ with $p$ a polynomial. Let $P_E$ project onto the eigenvectors with eigenvalue $E$. Then

$$p(H)v=\sum_E p(E)\,P_Ev .$$

If $P_Ev=0$, no polynomial restores that eigenvalue. In this limit every symmetry of $H$ is protected, including total spin. With a preconditioner, the second condition $PD=DP$ has to be checked.

### Which symmetries commute with the diagonal

Let $U$ be an orthogonal symmetry operation, $UH=HU$, that turns each determinant into a single determinant up to sign: $U|I\rangle=\eta_I|I'\rangle$ with $\eta_I=\pm1$. Then

$$H_{I'I'}=\eta_I^2\langle I'|H|I'\rangle=\langle I|U^THU|I\rangle=\langle I|H|I\rangle=H_{II}.$$

Therefore $DU|I\rangle=\eta_IH_{I'I'}|I'\rangle=\eta_IH_{II}|I'\rangle=UD|I\rangle$, so $U$ commutes with $D$. If also $U^2=1$, the sector projectors $(1\pm U)/2$ commute with $D$.

**Reflections.** If each orbital is even or odd under a reflection, a determinant is multiplied by the product of the signs of its occupied spin orbitals. Here $I'=I$.

**Spin exchange.** Write a determinant as a string $A$ of $n$ α-creation operators followed by a string $B$ of $n$ β-creation operators, acting on the vacuum. Rotate the spins by $\pi$ about the $y$ axis, which sends α to β and β to −α. The $n$ former β electrons give a factor $(-1)^n$. Moving the new α string in front of the new β string takes $n^2$ exchanges and gives $(-1)^{n^2}$. Since $n+n^2$ is even, the total sign is $+1$:

$$F\,|A_\alpha B_\beta\rangle=|B_\alpha A_\beta\rangle .$$

The rotation is thus a plain exchange of the two strings. Its action on a state with spin $S$ and $M_S=0$ is that on the Legendre polynomial $P_S(\cos\vartheta)$, because integer-spin states rotate like spherical harmonics. The rotation reverses the $z$ axis, and $P_S(-u)=(-1)^SP_S(u)$. So $F$ has eigenvalue $(-1)^S$: singlets and quintets are even, triplets and septets odd.

A start block of singlets therefore cannot acquire a triplet in exact arithmetic. The exchange gives no such protection against quintets.

### Why total spin is not protected

The diagonal element of a determinant contains $-K_{pq}$, minus an exchange integral, for every pair of electrons with equal spin. Take four singly occupied orbitals $a,b,c,d$ with two α and two β electrons. The terms due to exchange among them are

$$-(K_{ab}+K_{cd}),\qquad -(K_{ac}+K_{bd}),\qquad -(K_{ad}+K_{bc}),$$

depending on which orbitals share a spin. All other terms agree, because an open-shell electron meets one electron of its own spin in each doubly occupied orbital, whatever its spin is. The three values generally differ.

The operator $S^2$ connects determinants with the same orbital occupation but different spin assignments. Its commutator with $D$ has the elements

$$\langle J|[D,S^2]|I\rangle=(D_{JJ}-D_{II})\,\langle J|S^2|I\rangle ,$$

which need not vanish.

To see the leak, combine the six determinants into three normalized functions $f_1,f_2,f_3$, even under spin exchange. The quintet with $M_S=0$ has equal weight on all six determinants, so $q=\sum_iq_if_i$ with $|q_i|=1/\sqrt3$. A singlet $s=\sum_is_if_i$ satisfies $\sum_iq_is_i=0$. After preconditioning its overlap with the quintet is

$$\langle q|g(D)|s\rangle=\sum_i q_i\,g(D_i)\,s_i .$$

This vanishes if the three $D_i$ are equal, but not in general. Two open shells are a harmless case: the two determinants at $M_S=0$ are exchange partners and have equal diagonals.

There is a simple repair. Replace each diagonal element by its average over all determinants with the same orbital occupation. Then $D_{JJ}=D_{II}$ wherever $S^2$ connects $I$ and $J$, and the commutator is zero.

### Methylene in numbers

I took a bond length of 1.10 angstrom and an angle of 120 degrees, both round values, with the STO-3G basis and closed-shell Hartree–Fock orbitals. The carbon 1s orbital is frozen, and six electrons occupy the six remaining orbitals in all possible ways. With three α and three β electrons there are $20\times20=400$ determinants, so the matrix can also be diagonalized fully. This reference leaves out core correlation and carries the error of the small basis, so the energies are properties of the model and not predictions for experiment. The basis error is large. At the same geometry, frozen-core full CI in the 6-31G basis moves the three excitation energies given next from 1.52, 2.90 and 5.84 eV to 1.11, 2.18 and 4.30 eV, with these states in the same order. CCSD(T) in the cc-pVTZ basis puts the first at about 0.56 eV.

B1 functions here are odd under reflection in the molecular plane and even under the reflection that exchanges the two hydrogens; A1 functions are even under both. The lowest state is a ³B1 state at −1046.93 eV (−38.4739 hartree). Above it come ¹A1 at 1.52 eV, ¹B1 at 2.90 eV and a second ¹A1 at 5.84 eV. All excitation energies below are relative to the ³B1 state.

Every closed-shell determinant is A1, because each orbital sign occurs twice. It is also unchanged by spin exchange, because its two strings are equal. Your start block therefore lies in the even A1 sector. With a residual threshold of $10^{-4}$ eV, the solver returns states at 1.52, 5.84 and 14.99 eV, all ¹A1. The largest residual is $7.7\times10^{-5}$ eV. Each root is a good eigenvalue, yet the ground state is absent and the reported lowest energy is 1.52 eV too high. The third root is $14.99-2.90=12.09$ eV above the true third root. Since the eighth root of the full matrix lies at 12.05 eV, the root reported as third is at least the ninth.

Next, replace one closed-shell determinant by an open-shell B1 function. With two open orbitals $a,b$, the singlet and triplet are

$$|s\rangle=\frac{|a_\alpha b_\beta\rangle+|b_\alpha a_\beta\rangle}{\sqrt2},\qquad |t\rangle=\frac{|a_\alpha b_\beta\rangle-|b_\alpha a_\beta\rangle}{\sqrt2},$$

where the doubly occupied orbitals are not written. If the start block contains $|s\rangle$, the spatial symmetry of the ground state is present but its spin-exchange parity is not. The solver finds ¹A1, ¹B1 and ¹A1 at 1.52, 2.90 and 5.84 eV, and still misses the triplet.

If it contains the single determinant instead, adding the two equations gives

$$|a_\alpha b_\beta\rangle=\frac{|s\rangle+|t\rangle}{\sqrt2},\qquad \langle S^2\rangle=\tfrac12\cdot0+\tfrac12\cdot2=1 ,$$

in agreement with the computed value 1.000. Both spins are now present, and the solver finds the correct three roots in 10 iterations. Three random start vectors also find them, but need 42 iterations.

The quintet leak can be measured as well. The A1 functions include 56 singlets and 6 quintets. Consider the smallest space that contains the Hartree–Fock determinant and is closed under both $H$ and $D$. It has dimension $62=56+6$ with the ordinary diagonal and 56 with the averaged one. The quintet weight in the first correction is only $1.7\times10^{-5}$ with the ordinary diagonal; with the averaged one it is zero to rounding. So "a singlet start stays singlet" is false for the ordinary preconditioner, although the three roots found from your start are all singlets.

### Does a small contamination rescue the calculation?

Suppose a Ritz vector is $x=\sqrt{1-\varepsilon^2}\,s+\varepsilon b$, where $s$ now denotes a normalized vector in the start sector and $b$ is an eigenvector outside it with energy $E_b$. The outside part of the residual is

$$r_b=\varepsilon(E_b-\theta)\,b .$$

For $\varepsilon=10^{-6}$, and $b$ the ³B1 state 1.52 eV below $\theta$, its size is about $1.5\times10^{-6}$ eV. That is far below the threshold of $10^{-4}$ eV, and one might conclude that the solver will stop without noticing $b$.

That conclusion is unsafe. The solver stops when the whole residual is small, and until then it normalizes each correction. Write $r=r_s+r_b$, with $r_s$ in the start sector. Before orthogonalization, the share of the outside part in the new vector is

$$\frac{\|g(D)r_b\|}{\|g(D)r\|} .$$

When the iteration reduces $r_s$ faster than $r_b$, this share tends to rise. Orthogonalization can raise it further, because it subtracts older search vectors that already contain some of the missing symmetry. A new search vector can then carry more of that symmetry than the old ones did, and the gain can compound.

I added the open-shell B1 determinant with amplitude $10^{-6}$ to the first closed-shell start vector. The shares quoted here are measured after orthogonalization and normalization. In the first iteration, the new vector with the largest outside share has a share of $8.3\times10^{-5}$. Its residual of 7.1 eV has an outside part of $6.9\times10^{-6}$ eV, a ratio of about $10^{-6}$, so this first gain comes from the preconditioner, not from a reduced $r_s$. It sits almost entirely on the spin-exchange partner of the B1 determinant, to which $H$ couples that determinant. Both have the same diagonal element, and their nearly zero denominator is replaced by the fixed value 0.1 eV. By the fourth iteration the largest share is $6.7\times10^{-2}$. The corresponding residual is then 0.11 eV, of which the outside part is only $5.3\times10^{-5}$ eV, still below the threshold. By the seventh iteration the share is 0.99, and the outside part of the residual is 9.8 eV: the solver is now working on a vector of the missing symmetry. It ends with the ³B1 ground state after 15 iterations.

With the same contaminated start, but with every correction projected back onto the start sector, the triplet is missed again. Whatever the admixture, such a run cannot return the triplet, and with a larger admixture it may not converge at all. The search space has only one direction outside the start sector, the B1 determinant itself, and that determinant has $\langle S^2\rangle=1$ and is not the triplet. The run shows that the outside parts of the corrections are needed for the rescue; it does not test how they grow.

With the threshold held at $10^{-4}$ eV, the outcome depends on the admixture:

| Amplitude of B1 determinant | Lowest root found |
|---|---|
| $10^{-2}$ | ³B1, 0.00 eV |
| $10^{-6}$ | ³B1, 0.00 eV |
| $10^{-9}$ | ¹A1, 1.52 eV |
| $10^{-12}$ | ¹A1, 1.52 eV |
| 0 | ¹A1, 1.52 eV |

The change between $10^{-6}$ and $10^{-9}$ belongs to this molecule, start block and threshold, and also to the fixed value that replaces small denominators. With $10^{-3}$ eV in place of 0.1 eV, an amplitude of $10^{-9}$ already recovers the triplet. With 3 eV, an amplitude of $10^{-7}$ does not. It is not a general limit.

Rounding acts as such a seed. Matrix elements between different spatial sectors, which should vanish, reach $4.9\times10^{-14}$ eV here. In the run from pure closed-shell determinants, the returned vectors have an amplitude of $4.4\times10^{-11}$ outside their sector. This is not zero, so "never" fails in finite arithmetic, but it is far too little to reveal the triplet before the solver stops at this threshold. A much tighter threshold gives the contamination more iterations in which to grow.

### What to do

The most controlled method is to solve each symmetry sector separately and then merge the energies. Request enough roots in each: if you want the three lowest states overall, three per sector suffice, because no sector can contribute more than three of them. For spatial symmetry and spin-exchange parity, a start block inside the sector is enough in exact arithmetic. In a long run, projecting the corrections also removes rounding contamination. To separate singlets from quintets, start from vectors of pure spin and use the averaged diagonal, or project onto the desired spin.

Alternatively, use one calculation whose start block has components in every sector of interest. Include low-lying open-shell determinants of each spatial symmetry, and do not symmetrize their spin unless you mean to exclude the other parity. Random vectors have components in all sectors, at the price of more iterations in this example.

Neither choice turns convergence into a proof that no lower root exists. Within a sector, a start vector can have a very small overlap with a low state, and the estimate for $r_b$ applies to that state too. Repeating the calculation with a larger and different start block is a useful check, though still not a proof. In this methylene model, one open-shell B1 determinant in the start block was enough to recover the three lowest roots, because these are all A1 or B1. In your larger calculation, include such a determinant for every spatial symmetry that may hold a low state. The numerical output below gives the individual runs.

## Values computed for the example and the checks

```
C-H bond 1.10 angstrom, angle 120 degrees
determinants: 400
RHF total energy: -1043.8102 eV
lowest CI total energy: -1046.9291 eV = -38.473935 hartree
largest H element between spatial sectors: 4.9e-14 eV
full diagonalization, energies above the lowest root:
  root 1: 3-B1 0.0000 eV
  root 2: 1-A1 1.5199 eV
  root 3: 1-B1 2.9002 eV
  root 4: 1-A1 5.8428 eV
  root 5: 3-A2 9.2546 eV
  root 6: 1-A2 9.8985 eV
  root 7: 3-B2 10.5619 eV
  root 8: 1-B2 12.0516 eV
S^2 of the single open-shell determinant: 1.000
Davidson, 3 roots, residual threshold 1e-4 eV, above lowest root:
  closed-shell: 1-A1 1.5199, 1-A1 5.8428, 1-A1 14.9914 eV
    iterations 13, largest residual 7.7e-05 eV
    amplitude outside the start sector 4.4e-11
  with B1 singlet: 1-A1 1.5199, 1-B1 2.9002, 1-A1 5.8428 eV
    iterations 9, largest residual 4.6e-05 eV
    amplitude outside the start sector 2.0e-09
  with B1 determinant: 3-B1 0.0000, 1-A1 1.5199, 1-B1 2.9002 eV
    iterations 10, largest residual 8.8e-05 eV
  random: 3-B1 0.0000, 1-A1 1.5199, 1-B1 2.9002 eV
    iterations 42, largest residual 3.2e-05 eV
A1 functions: 56 singlets, 6 quintets
ordinary diagonal: largest element of [D,S^2] 6.0e+00 eV
  quintet weight in first correction 1.7e-05
  reachable dimension from HF 62
averaged diagonal: largest element of [D,S^2] 0.0e+00 eV
  quintet weight in first correction 4.7e-32
  reachable dimension from HF 56
closed-shell start plus eps times the B1 determinant:
  eps 1e-02, threshold 1e-04 eV: lowest 3-B1 at 0.0000 eV, 12 iterations
  eps 1e-06, threshold 1e-04 eV: lowest 3-B1 at 0.0000 eV, 15 iterations
  eps 1e-06, threshold 1e-08 eV: lowest 3-B1 at 0.0000 eV, 21 iterations
  eps 1e-09, threshold 1e-04 eV: lowest 1-A1 at 1.5199 eV, 14 iterations
  eps 1e-12, threshold 1e-04 eV: lowest 1-A1 at 1.5199 eV, 13 iterations
  eps 0e+00, threshold 1e-04 eV: lowest 1-A1 at 1.5199 eV, 13 iterations
eps 1e-06, threshold 1e-04 eV, part outside the start sector:
  iteration 1: residual 7.1e+00 eV, outside part 6.9e-06 eV, share in new vector 8.3e-05
  iteration 4: residual 1.1e-01 eV, outside part 5.3e-05 eV, share in new vector 6.7e-02
  iteration 7: residual 1.1e+01 eV, outside part 9.8e+00 eV, share in new vector 9.9e-01
  iteration 10: residual 2.2e-01 eV, outside part 1.8e-01 eV, share in new vector 8.1e-01
  iteration 13: residual 1.4e-03 eV, outside part 1.3e-03 eV, share in new vector 9.4e-01
same start, projected corrections: lowest 1-A1 at 1.5199 eV, 13 iterations
```
